# Image repulsion of a monovalent ion near silica in water

## Problem

A monovalent ion sits in water at a distance \(d=0.3\) nm from the flat surface of silica. Treat the ion as a point charge, the water and the silica as uniform dielectrics that meet at a sharp boundary, and the silica as uncharged and thick compared with \(d\). There is no salt in the water. Use the rough typical relative permittivities \(\varepsilon_1=78\) for water and \(\varepsilon_2=3.9\) for silica, and a temperature of 298 K.

(a) Find the electrostatic potential in both media.

(b) Find the charge induced on the boundary, and from it the force on the ion.

(c) Find the free energy \(W(d)\) of the ion relative to bulk water. Evaluate it and compare it with \(kT\).

(d) What changes if an ideal conductor replaces the silica?

(e) Estimate how far the answer moves when the water contains salt, when the water at the wall has a low permittivity, when the wall is charged, when the ion has a finite size, and when the bath is warm.

The algebra is in atomic units, where \(e=4\pi\epsilon_0=1\), so a charge \(q\) in a medium of permittivity \(\varepsilon\) has the potential \(q/(\varepsilon r)\). To obtain numbers, each product of two charges is multiplied by \(e^2/(4\pi\epsilon_0)=1.43996\) eV nm.

## Solution

### (a) The potential

Let water fill \(z>0\) and silica \(z<0\), with the ion at height \(d\) on the \(z\) axis. Let \(\rho\) be the distance from that axis, and define

\[
r=\sqrt{\rho^2+(z-d)^2},\qquad r'=\sqrt{\rho^2+(z+d)^2}.
\]

Here \(r\) is measured from the ion and \(r'\) from its mirror point inside the silica. In the water the potential must have the singularity \(q/(\varepsilon_1 r)\) at the ion and no other. In the silica it must have none. Both demands are met by

\[
\phi_1=\frac{1}{\varepsilon_1}\left(\frac{q}{r}+\frac{q'}{r'}\right),\qquad
\phi_2=\frac{q''}{\varepsilon_2 r},
\]

because the mirror point lies outside the water and the ion lies outside the silica. The constants \(q'\) and \(q''\) follow from the boundary conditions. With no free charge on the boundary, \(\phi\) and \(\varepsilon\,\partial\phi/\partial z\) are continuous at \(z=0\). There \(r=r'=s\), with \(s=\sqrt{\rho^2+d^2}\), and

\[
\frac{\partial}{\partial z}\frac1r=\frac{d}{s^3},\qquad
\frac{\partial}{\partial z}\frac1{r'}=-\frac{d}{s^3}.
\]

The two conditions become

\[
\frac{q+q'}{\varepsilon_1}=\frac{q''}{\varepsilon_2},\qquad q-q'=q''.
\]

The dependence on \(\rho\) has cancelled, so the trial form works over the whole plane. Inserting the second equation into the first gives \(\varepsilon_2(q+q')=\varepsilon_1(q-q')\), and hence

\[
q'=\Delta q,\qquad \Delta=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2},\qquad
q''=\frac{2\varepsilon_2}{\varepsilon_1+\varepsilon_2}\,q .
\]

For water and silica, \(\Delta=74.1/81.9=0.9048\). The image has the same sign as the ion and nearly its full size.

### (b) The boundary charge and the force

The image is a device for writing the potential. The real source of the force is polarization charge on the boundary. By Gauss's law its surface density \(\sigma_b\) is the jump of the normal field divided by \(4\pi\). With \(E_z=-\partial\phi/\partial z\),

\[
4\pi\sigma_b=E_z(0^+)-E_z(0^-)
=\frac{d}{s^3}\left[-\frac{q-q'}{\varepsilon_1}+\frac{q''}{\varepsilon_2}\right].
\]

Replacing \(q''/\varepsilon_2\) by \((q+q')/\varepsilon_1\) leaves \(2q'/\varepsilon_1\) in the bracket, so

\[
\sigma_b=\frac{\Delta q\,d}{2\pi\varepsilon_1 s^3}.
\]

This charge has the sign of the ion, which is why cations and anions are both repelled. Its total is

\[
\int_0^\infty 2\pi\rho\,\sigma_b\,d\rho
=\frac{\Delta q\,d}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^{3/2}}
=\frac{\Delta q}{\varepsilon_1},
\]

or 0.0116 of the ion's charge. It is small because the water around the ion already screens it by the factor \(\varepsilon_1\).

A ring of radius \(\rho\) acts on the ion with the vacuum Coulomb law, since the polarization charge is being counted explicitly. Only the component along \(z\) survives, which brings a factor \(d/s\):

\[
E_{\rm im}=\int_0^\infty 2\pi\rho\,\sigma_b\,\frac{d}{s^3}\,d\rho
=\frac{\Delta q\,d^2}{\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}.
\]

The last integral is \(1/(4d^4)\). The polarization charge next to the ion is spherically symmetric about it and exerts no net force. The force away from the wall is therefore

\[
F=qE_{\rm im}=\frac{\Delta q^2}{4\varepsilon_1d^2}.
\]

This is also the force between \(q\) and \(q'\) at their separation \(2d\) in water.

### (c) The free energy

The free energy is the work needed to bring the ion from far away to \(d\) against this force:

\[
W(d)=\int_d^\infty F(x)\,dx=\frac{\Delta q^2}{4\varepsilon_1 d}.
\]

The product of the charge and the image potential at the ion, \(\phi_{\rm im}=\Delta q/(2\varepsilon_1d)\), is twice as large. The half comes from the response of the boundary. If the ion is charged up in place, the image potential grows in proportion to the charge \(\lambda q\) already present, and the work is

\[
\int_0^1 \lambda\phi_{\rm im}\,q\,d\lambda=\tfrac12 q\phi_{\rm im}=W .
\]

The large hydration energy of the ion in bulk water is the same at every \(d\) in this model, so it drops out of \(W\).

For \(q=\pm1\) and \(d=0.3\) nm,

\[
W=\frac{0.9048\times1.43996\ \text{eV nm}}{4\times78\times0.3\ \text{nm}}=0.0139\ \text{eV}.
\]

The force is \(F=W/d=0.046\) eV/nm, or 0.0046 eV/angstrom, and the image field at the ion is 0.46 MV/cm.

At 298 K, \(kT=0.02568\) eV. With the Bjerrum length \(l_B=1/(\varepsilon_1kT)=0.719\) nm, the distance at which two unit charges in water interact with energy \(kT\), the comparison reads

\[
\frac{W}{kT}=\frac{\Delta\, l_B}{4d}=\frac{0.9048\times0.719}{4\times0.3}=0.54 .
\]

Within the model, the density of very dilute ions at this distance is \(e^{-0.54}=0.58\) of its bulk value. The repulsion is noticeable but does not keep the ion away. It falls slowly, to 0.0084 eV at 0.5 nm and 0.0042 eV at 1.0 nm. It reaches \(kT\) at \(d=\Delta l_B/4=0.163\) nm, which is closer than the centre of an ion of radius 0.2 nm can come. Since \(W\propto q^2\), a divalent ion at 0.3 nm would have four times the energy, about 2.2 \(kT\).

### (d) An ideal conductor

Letting \(\varepsilon_2\to\infty\) gives \(\Delta\to-1\). The image changes sign, and the ion is attracted:

\[
W_{\rm metal}=-\frac{q^2}{4\varepsilon_1d}=-0.0154\ \text{eV}
\]

at the same distance and in the same water. At a sharp boundary, the sign of the image force thus depends on which side is more polarizable. In this model it is the contrast between a silica wall and an uncharged metal electrode. In the same model, an oxide with a higher permittivity than water would also attract the ion. A voltage on the electrode adds a separate force, linear in \(q\).

### (e) What the model leaves out

Each effect is taken alone, with the other settings held fixed, except that the charged wall is treated with salt in the water.

**Salt.** Let the water contain monovalent salt with \(n\) ions of each sign per unit volume. In linear mean-field theory the potential in the water, away from the ion, obeys \(\nabla^2\phi=\kappa^2\phi\), with \(\kappa^2=8\pi l_Bn\). The salt is allowed up to the wall. Write \(\phi=\int_0^\infty k\,J_0(k\rho)\,g_k(z)\,dk\), where \(J_0\) is the Bessel function. In the water \(g_k''=p^2g_k\) with \(p^2=k^2+\kappa^2\), and in the silica \(g_k''=k^2g_k\). Since \(\delta^2(\boldsymbol\rho)=\frac{1}{2\pi}\int_0^\infty kJ_0(k\rho)\,dk\), the ion enters as

\[
-\varepsilon_1(g_k''-p^2g_k)=2q\,\delta(z-d).
\]

The slope jump at \(z=d\) fixes the direct part as \((q/\varepsilon_1p)\,e^{-p|z-d|}\). Between wall and ion a reflected part is added, while the silica side decays downward:

\[
g_k=\frac{q}{\varepsilon_1p}\left[e^{p(z-d)}+R\,e^{-p(z+d)}\right]\ (0<z<d),\qquad g_k=T e^{kz}\ (z<0).
\]

Continuity of \(g_k\) and of \(\varepsilon g_k'\) at \(z=0\), after division of one by the other, gives \(\varepsilon_1p(1-R)=\varepsilon_2k(1+R)\), so

\[
R=\frac{\varepsilon_1p-\varepsilon_2k}{\varepsilon_1p+\varepsilon_2k}.
\]

Half the charge times the reflected potential at the ion is

\[
W=\frac{q^2}{2\varepsilon_1}\int_0^\infty\frac{k}{p}\,R\,e^{-2pd}\,dk .
\]

For \(\kappa=0\), \(R=\Delta\) and the integral is \(\Delta/(2d)\), which restores part (c). For \(\varepsilon_2\ll\varepsilon_1\), \(R\) is close to 1. Then \(k\,dk=p\,dp\) turns the integral into \(\int_\kappa^\infty e^{-2pd}dp=e^{-2\kappa d}/(2d)\), so salt multiplies the energy by about \(e^{-2\kappa d}\). The neglect of screening therefore requires \(2\kappa d\ll1\).

Numerical quadrature of the full integral gives 0.0115 eV at 0.01 mol/L, where the Debye length \(1/\kappa\) is 3.03 nm, and 0.0076 eV at 0.1 mol/L, where it is 0.96 nm. Relative to the salt-free value these are reductions of 17% and 45%.

**Water at the wall.** Suppose that a layer of thickness \(t=0.2\) nm next to the silica has permittivity \(\varepsilon_l=10\), a rough value chosen to show the sensitivity. The ion stays in ordinary water, 0.1 nm beyond the layer, and there is no salt. Define

\[
\Delta_{1l}=\frac{\varepsilon_1-\varepsilon_l}{\varepsilon_1+\varepsilon_l},\qquad
\Delta_{l2}=\frac{\varepsilon_l-\varepsilon_2}{\varepsilon_l+\varepsilon_2}.
\]

By the matching just used, \(g_k\propto e^{kz}+\Delta_{l2}e^{-kz}\) in the layer. With \(x=\Delta_{l2}e^{-2kt}\), matching at \(z=t\) to a wave reflected with amplitude \(R\) gives

\[
\varepsilon_1\frac{1-R}{1+R}=\varepsilon_l\frac{1-x}{1+x}
\quad\Rightarrow\quad
R(k)=\frac{\Delta_{1l}+x}{1+\Delta_{1l}x}.
\]

The reflecting plane is now at distance \(d-t\), so

\[
W=\frac{q^2}{2\varepsilon_1}\int_0^\infty R(k)\,e^{-2k(d-t)}\,dk .
\]

Quadrature gives 0.038 eV, which is 2.7 times the sharp-boundary value. The layer brings most of the dielectric contrast closer to the ion. It is taken to be isotropic here; if only the permittivity normal to the wall were lowered to 10, the increase would be smaller. An ion of radius 0.2 nm would also overlap the layer, so the number shows the sensitivity of the point-charge model and is not a prediction.

If the ion enters such a layer it also loses hydration energy. The field energy outside a sphere of radius \(a\) in a uniform medium is

\[
\int_a^\infty\frac{\varepsilon}{8\pi}\left(\frac{q}{\varepsilon r^2}\right)^2 4\pi r^2dr=\frac{q^2}{2\varepsilon a}.
\]

For a rough radius \(a=0.2\) nm, moving the ion from water to a medium wholly of permittivity 10 costs

\[
\frac{1.43996}{2\times0.2}\left(\frac1{10}-\frac1{78}\right)\text{eV}=0.31\ \text{eV}.
\]

A thin layer does not surround the ion in this way, so this number is a scale and not a prediction for \(d=0.3\) nm. It is more than twenty times \(W\).

**Wall charge.** Take a surface charge \(\sigma\) of \(-1\) µC/cm² and 0.01 mol/L of monovalent salt. Let \(y=\phi/kT\). Mean-field theory for the salt gives \(y''=\kappa^2\sinh y\). Multiplying by \(y'\) and integrating from the bulk, where \(y=y'=0\), gives \(y'^2=2\kappa^2(\cosh y-1)=4\kappa^2\sinh^2(y/2)\). The decaying root is

\[
y'=-2\kappa\sinh(y/2).
\]

If the field of the wall charge is taken to enter the water alone, Gauss's law gives \(y'(0)=-4\pi l_B\sigma\), with \(\sigma\) in elementary charges per area. The value \(y_0\) at the wall then obeys \(\sinh(y_0/2)=2\pi l_B\sigma/\kappa\). Since the derivative of \(\ln|\tanh(y/4)|\) with respect to \(y\) is \(1/[2\sinh(y/2)]\), a second integration yields

\[
\tanh\frac{y(z)}4=\tanh\frac{y_0}4\;e^{-\kappa z}.
\]

The wall potential is \(-0.040\) V. At 0.3 nm a cation has the energy \(-0.036\) eV and an anion \(+0.036\) eV, 2.6 times \(W\) in size. For a cation the sum of this energy and \(W\) is therefore negative. The forces compare differently. The wall charge pulls the cation with \(kT|y'|=2\kappa kT|\sinh(y/2)|\approx0.013\) eV/nm at 0.3 nm, which is less than the image force of 0.046 eV/nm, so the net force there is still away from the wall. That image force is the salt-free value, but salt at this concentration lowers it by only a few percent at 0.3 nm. For an anion both forces point away from the wall.

**Ion size.** Let the ion sit at the centre of a cavity of radius \(a=0.2\) nm and permittivity \(\varepsilon_c=1\). In a uniform field \(E\) along \(z\), write the potential outside as \(-Ez+Bz/r^3\) and inside as \(-E_{\rm in}z\), with \(r\) measured from the centre. Continuity of the potential and of the normal displacement at \(r=a\) gives

\[
E-\frac{B}{a^3}=E_{\rm in},\qquad \varepsilon_1\left(E+\frac{2B}{a^3}\right)=\varepsilon_cE_{\rm in},
\]

so \(B=-\beta a^3E\) with \(\beta=(\varepsilon_1-\varepsilon_c)/(2\varepsilon_1+\varepsilon_c)=0.49\). The mirror image of this dipole has strength \(-\Delta B\) and lies \(2d\) below the ion, where it adds the potential \(-\Delta B/(2d)^2\). With \(E=E_{\rm im}\), half the charge times this potential is

\[
\delta W=\frac{\Delta^2\beta a^3q^2}{32\,\varepsilon_1d^4},\qquad
\frac{\delta W}{W}=\frac{\Delta\beta}{8}\left(\frac ad\right)^3=0.016 .
\]

A numerical multipole solution, which keeps the higher moments of the cavity and their repeated images, gives an increase of 2.0%. The point charge is thus a good approximation here, as long as the water outside the cavity keeps its bulk permittivity.

**Temperature.** At 333 K, with a rough water permittivity of 67 and the silica value unchanged, \(W\) rises to 0.0159 eV, while \(W/kT\) moves from 0.54 to 0.56. The lower permittivity slightly more than offsets the higher \(kT\).

Because \(W\) is a free energy, the rise also means that it differs from the change in energy. Its mean slope is \((0.0159-0.0139)/35\approx6\times10^{-5}\) eV/K. Multiplied by 298 K this is about 0.017 eV, comparable with \(W\) itself. Since the energy part is \(W-T\,dW/dT\), these rough permittivities give it a small negative value, about \(-0.003\) eV. The repulsion thus comes from the entropy of the water, and the energy part slightly opposes it.

### The number beside a real oxide surface

The materials and the temperature are those of oxide polishing and wet cleaning near room temperature, but the salt-free water and the uncharged wall are idealizations. The permittivities are ordinary rough values, but 0.3 nm is about the size of one water molecule, so a sharp boundary between bulk media is a doubtful assumption. In the estimates above, the assumed layer of altered water raises the energy by a factor of about three, and lost hydration could cost much more. Silica in neutral or alkaline water is also negatively charged, and the charge varies with pH and salt. For the assumed charge and a sharp boundary, the direct interaction makes the total energy of a cation at 0.3 nm negative. With the assumed layer of altered water, the image energy of 0.038 eV would nearly cancel the direct energy of \(-0.036\) eV, although the first number was found without salt and the second without the layer. With layer, salt and wall charge present together, and the salt kept out of the layer, the total is only a few meV and slightly negative. Its size, and even its sign, depend on what is assumed for the layer. The value 0.014 eV is therefore the image contribution of the sharp-boundary model. It should not be used alone to predict whether ions adsorb on a real wafer.

Numerical values quoted here were computed with a short program.
